# Commutator DIIS and Fractional Occupations: a numerical check

```python
"""
Result under test: for fractional occupations, [F[D], D] = 0 does not imply
self-consistency D = f(F[D]).  Commutator DIIS can stop or lock at a wrong
density; the residual R = D - f(F[D]) or F[D] - F_in detects the error.

D      density matrix per spin, eigenvalues in [0, 1], trace N
F[D]   h + diag(gamma n), with site populations n_i = 2 D_ii
f      Fermi function at kT, chemical potential mu fixed by the trace N
G      free energy: mean-field energy minus temperature times entropy
All energies are in hartree; the basis is orthonormal.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit, xlogy

norm = np.linalg.norm
N = 1.0


def fermi(F, kT):
    """Density matrix, chemical potential and occupations of f(F)."""
    e, V = np.linalg.eigh(F)
    mu = brentq(lambda m: expit((m - e) / kT).sum() - N,
                e[0] - 60 * kT, e[-1] + 60 * kT, xtol=1e-15, rtol=1e-14)
    occ = expit((mu - e) / kT)
    return (V * occ) @ V.T, mu, occ


def fock(D, model):
    h, gamma = model
    return h + np.diag(gamma @ (2 * np.diag(D)))


def residual(D, model, kT):
    return D - fermi(fock(D, model), kT)[0]


def free_energy(D, model, kT):
    h, gamma = model
    n = 2 * np.diag(D)
    p = np.clip(np.linalg.eigvalsh(D), 0, 1)
    minus_entropy = 2 * np.sum(xlogy(p, p) + xlogy(1 - p, 1 - p))
    return 2 * np.trace(h @ D) + 0.5 * n @ gamma @ n + kT * minus_entropy


def damped_solution(model, kT):
    """Reference solution by strongly damped mixing, without DIIS."""
    F = model[0].copy()
    for _ in range(1000):
        step = fock(fermi(F, kT)[0], model) - F
        F = F + 0.1 * step
        if norm(step) < 1e-14:
            break
    return fermi(F, kT)[0]


def diis_weights(errors):
    """Minimize |sum c_i e_i| with sum c_i = 1, relative to newest entry."""
    last = errors[-1].ravel()
    if len(errors) == 1:
        return np.array([1.0])
    A = np.array([e.ravel() - last for e in errors[:-1]]).T
    g = np.linalg.lstsq(A, -last, rcond=1e-10)[0]
    return np.append(g, 1 - g.sum())


def run_diis(model, kT, F_in, kind, memory=4, cycles=300):
    """Return cycle count (0 if not converged), D, |R| and last weights."""
    errors, focks, c = [], [], np.array([1.0])
    for cycle in range(1, cycles + 1):
        D = fermi(F_in, kT)[0]
        F = fock(D, model)
        R = residual(D, model, kT)
        if norm(R) < 1e-8:
            return cycle, D, norm(R), c
        if kind == "commutator":
            error = F @ D - D @ F
        elif kind == "residual":
            error = R
        else:
            error = F - F_in
        errors = (errors + [error])[-memory:]
        focks = (focks + [F])[-memory:]
        c = diis_weights(errors)
        F_in = sum(ci * Fi for ci, Fi in zip(c, focks))
    return 0, D, norm(R), c


kinds = ("commutator", "residual", "fock difference")
print("Cycle counts: |R| < 1e-8 reached; 0 = not reached in 300 cycles")

# Two orbitals of different symmetry: every commutator vanishes.
U, W = 0.5, 0.4
two = (np.diag([0.0, 0.05]), np.array([[U, W], [W, U]]))
print(f"Two levels: h = 0, {two[0][1, 1]:.2f}; U = {U}, V = {W} hartree")
for kT in (0.02, 0.08):
    def loop_map(x):
        return fermi(fock(np.diag([x, 1 - x]), two), kT)[0][0, 0]
    x = brentq(lambda y: loop_map(y) - y, 0, 1, xtol=1e-14)
    slope = -2 * (U - W) * x * (1 - x) / kT
    numeric = (loop_map(x + 1e-5) - loop_map(x - 1e-5)) / 2e-5
    assert abs(slope - numeric) < 1e-4
    D = fermi(two[0], kT)[0]
    F = fock(D, two)
    comm = norm(F @ D - D @ F)
    wrong = norm(residual(D, two, kT))
    assert comm < 1e-14 and wrong > 1e-2
    runs = [run_diis(two, kT, two[0], k) for k in kinds]
    assert (runs[0][0] > 0) == (abs(slope) < 1)
    for r in runs[1:]:
        assert r[0] > 0 and abs(r[1][0, 0] - x) < 1e-7
    print(f" kT = {kT:.2f} hartree: occupation x = {x:.6f}, "
          f"loop slope = {slope:.4f}")
    print(f"  first cycle: |[F,D]| = {comm:.1e}, |R| = {wrong:.4f}")
    for k, r in zip(kinds, runs):
        print(f"  {k}: cycles = {r[0]}, final |R| = {r[2]:.1e}")

# Three coupled sites on a line with softened Coulomb repulsion.
spacing, soft = 3.0, 2.0
pos = spacing * np.arange(3)
gamma = 1 / np.sqrt((pos[:, None] - pos[None, :])**2 + soft**2)
h = np.array([[-0.10, -0.03, 0.0], [-0.03, 0.0, -0.02], [0.0, -0.02, 0.05]])
three = (h, gamma)
assert np.linalg.eigvalsh(gamma)[0] > 0
kT = 0.02
D_ref = damped_solution(three, kT)
F_ref = fock(D_ref, three)
assert norm(residual(D_ref, three, kT)) < 1e-11
G_ref = free_energy(D_ref, three, kT)
levels = np.linalg.eigvalsh(F_ref)
occ = fermi(F_ref, kT)[2]
print("Three sites: site energies (hartree)", np.diag(h))
print(f" hoppings = {h[0, 1]:.2f}, {h[1, 2]:.2f} hartree; "
      f"spacing = {spacing}, softening = {soft} bohr")
print(" repulsion, distance 0, 1, 2 (hartree)", np.round(gamma[0], 4))
print(f" solution at kT = {kT} hartree: G = {G_ref:.8f} hartree")
print(" levels (hartree)", np.round(levels, 5))
print(" occupations per spin", np.round(occ, 5))

# The solution must lie below arbitrary densities of the same trace.
rng = np.random.default_rng(4)
for _ in range(200):
    A = rng.normal(size=(3, 3))
    trial = fermi(0.05 * (A + A.T), kT)[0]
    assert free_energy(trial, three, kT) > G_ref

# The commutator equals the gap-weighted off-diagonal part of R.
F = fock(trial, three)
e, V = np.linalg.eigh(F)
mu = fermi(F, kT)[1]
f_matrix = np.linalg.inv(np.eye(3) + expm((F - mu * np.eye(3)) / kT))
R_eig = V.T @ (trial - f_matrix) @ V
C_eig = V.T @ (F @ trial - trial @ F) @ V
mismatch = norm(C_eig - (e[:, None] - e[None, :]) * R_eig)
assert mismatch < 1e-10 and norm(np.diag(R_eig)) > 1e-3
print(f" random density: commutator identity mismatch = {mismatch:.1e}")
print(f"  occupation part of |R| = {norm(np.diag(R_eig)):.4f}")

# Linear response of both error vectors to trace-conserving changes.
basis = [np.diag([1, -1, 0]) / np.sqrt(2), np.diag([1, 1, -2]) / np.sqrt(6)]
for i, j in ((0, 1), (0, 2), (1, 2)):
    B = np.zeros((3, 3))
    B[i, j] = B[j, i] = 1 / np.sqrt(2)
    basis.append(B)


def commutator(D):
    F = fock(D, three)
    return F @ D - D @ F


def derivative(func, B, s=1e-5):
    return (func(D_ref + s * B) - func(D_ref - s * B)) / (2 * s)


J_C = np.array([derivative(commutator, B).ravel() for B in basis]).T
sing = np.linalg.svd(J_C, compute_uv=False)
dR = [derivative(lambda D: residual(D, three, kT), B) for B in basis]
J_R = np.array([[np.sum(A * X) for X in dR] for A in basis])
eig_R = np.linalg.eigvals(J_R)
assert np.max(np.abs(eig_R.imag)) < 1e-3
eig_R = np.sort(eig_R.real)
assert sing[2] > 1e-4 and sing[3] < 1e-9
assert eig_R[0] > 1 - 1e-3
print(" commutator response, singular values (hartree):")
print("  " + ", ".join(f"{s:.2e}" for s in sing))
print(" residual response, eigenvalues", np.round(eig_R, 4))
F = F_ref + 1e-5 * np.diag([1.0, 0.3, -1.0])
for _ in range(400):
    D = fermi(F, kT)[0]
    F = fock(D, three)
plain_error = norm(residual(D, three, kT))
assert (plain_error < 1e-8) == (eig_R[-1] < 2)
print(f" plain loop started next to solution: final |R| = {plain_error:.1e}")

# Densities converged at other temperatures commute but are wrong here.
print(f" Reuse at kT = {kT} of densities converged at kT1 (hartree):")
for kT1 in (0.03, 0.04, 0.05):
    D0 = damped_solution(three, kT1)
    F0 = fock(D0, three)
    comm = norm(F0 @ D0 - D0 @ F0)
    wrong = norm(residual(D0, three, kT))
    excess = free_energy(D0, three, kT) - G_ref
    assert comm < 1e-12 and wrong > 1e-3 and excess > 0
    print(f"  kT1 = {kT1:.2f}: |[F,D]| = {comm:.1e}, |R| = {wrong:.5f}, "
          f"G excess = {excess:.3e} hartree")

# Restart from the last of these, written as a Fermi function at the new kT.
mu1 = fermi(F0, kT1)[1]
F_start = mu1 * np.eye(3) + (kT / kT1) * (F0 - mu1 * np.eye(3))
assert norm(fermi(F_start, kT)[0] - D0) < 1e-10
c_comm = run_diis(three, kT, F_start, "commutator", cycles=2)[3]
c_res = run_diis(three, kT, F_start, "residual", cycles=2)[3]
assert abs(c_comm[0] - 1) < 1e-6 and abs(c_res[0] - 1) > 0.01
print(f" Restart from kT1 = {kT1}: weights of entries 1, 2 in cycle 2")
print(f"  commutator: {c_comm[0]:.6f}, {abs(c_comm[1]):.6f} (magnitude)")
print(f"  residual: {c_res[0]:.6f}, {c_res[1]:.6f}")
locked = run_diis(three, kT, F_start, "commutator", memory=100, cycles=30)
D_lock = fermi(F0, kT)[0]
drift = norm(locked[1] - D_lock)
assert locked[0] == 0 and drift < 1e-8 and locked[2] > 1e-3
lock_excess = free_energy(D_lock, three, kT) - G_ref
assert lock_excess > 0
print(f"  full memory, commutator, 30 cycles: |R| = {locked[2]:.5f}")
print(f"  change of D since cycle 2 = {drift:.1e}, "
      f"G excess = {lock_excess:.3e} hartree")
print(" Memory of 4 entries, restart:")
for k in kinds:
    r = run_diis(three, kT, F_start, k)
    if k != "commutator":
        assert r[0] > 0 and norm(r[1] - D_ref) < 1e-6
    print(f"  {k}: cycles = {r[0]}, final |R| = {r[2]:.1e}")
print(" Memory of 4 entries, start from h:")
for k in kinds:
    r = run_diis(three, kT, h, k)
    print(f"  {k}: cycles = {r[0]}, final |R| = {r[2]:.1e}")

print("finished without a failed check")
```

Output:

```
Cycle counts: |R| < 1e-8 reached; 0 = not reached in 300 cycles
Two levels: h = 0, 0.05; U = 0.5, V = 0.4 hartree
 kT = 0.02 hartree: occupation x = 0.589012, loop slope = -2.4208
  first cycle: |[F,D]| = 0.0e+00, |R| = 0.8461
  commutator: cycles = 0, final |R| = 1.4e+00
  residual: cycles = 13, final |R| = 1.5e-11
  fock difference: cycles = 11, final |R| = 2.7e-10
 kT = 0.08 hartree: occupation x = 0.547986, loop slope = -0.6192
  first cycle: |[F,D]| = 0.0e+00, |R| = 0.0677
  commutator: cycles = 34, final |R| = 9.2e-09
  residual: cycles = 5, final |R| = 4.7e-12
  fock difference: cycles = 6, final |R| = 1.2e-11
Three sites: site energies (hartree) [-0.1   0.    0.05]
 hoppings = -0.03, -0.02 hartree; spacing = 3.0, softening = 2.0 bohr
 repulsion, distance 0, 1, 2 (hartree) [0.5    0.2774 0.1581]
 solution at kT = 0.02 hartree: G = 0.48721312 hartree
 levels (hartree) [0.58557 0.6161  0.66764]
 occupations per spin [0.66593 0.30221 0.03186]
 random density: commutator identity mismatch = 1.1e-16
  occupation part of |R| = 0.8495
 commutator response, singular values (hartree):
  2.89e-01, 1.76e-01, 4.46e-02, 1.56e-13, 1.14e-17
 residual response, eigenvalues [1.     1.     1.     3.1725 7.6785]
 plain loop started next to solution: final |R| = 1.4e+00
 Reuse at kT = 0.02 of densities converged at kT1 (hartree):
  kT1 = 0.03: |[F,D]| = 1.3e-16, |R| = 0.10945, G excess = 1.674e-03 hartree
  kT1 = 0.04: |[F,D]| = 3.3e-17, |R| = 0.18816, G excess = 4.587e-03 hartree
  kT1 = 0.05: |[F,D]| = 1.1e-16, |R| = 0.24862, G excess = 7.433e-03 hartree
 Restart from kT1 = 0.05: weights of entries 1, 2 in cycle 2
  commutator: 1.000000, 0.000000 (magnitude)
  residual: 0.793879, 0.206121
  full memory, commutator, 30 cycles: |R| = 0.83215
  change of D since cycle 2 = 1.0e-14, G excess = 1.621e-02 hartree
 Memory of 4 entries, restart:
  commutator: cycles = 15, final |R| = 1.2e-09
  residual: cycles = 14, final |R| = 1.6e-10
  fock difference: cycles = 9, final |R| = 4.6e-10
 Memory of 4 entries, start from h:
  commutator: cycles = 50, final |R| = 9.1e-10
  residual: cycles = 0, final |R| = 1.4e+00
  fock difference: cycles = 14, final |R| = 2.1e-12
finished without a failed check
```
